# Growth Spectrum and Fastest Wavelength of a Stressed Surface under Surface Diffusion

## Cell length and the model

Anyone who simulates the roughening of a stressed oxide scale in a periodic cell must first choose the cell length $L$. The cell admits only the wavenumbers $2\pi n/L$ with $n=1,2,\dots$. If $L$ is below the critical wavelength $\lambda_c$, every admitted ripple decays and the surface looks stable. If $L=\lambda_c$, the longest ripple neither grows nor decays, to first order in its amplitude. To contain the ripple that grows fastest by surface diffusion, the cell needs $L=\lambda_m=\tfrac43\lambda_c$ or a whole multiple of it.

The scale is modelled as an isotropic, linearly elastic solid filling $y<h(x,t)$, deep compared with the ripple. While flat it carries a uniform in-plane stress $\sigma_0$, positive in tension. Growth stress is often equibiaxial, so $\sigma_{zz}=\sigma_0$ is allowed. The ripple varies along $x$ alone, and the strain along $z$ and the remote strain are held fixed. Strains are small, and lengths are measured in the uniformly stressed flat state. The surface energy $\gamma$ per area is constant, and surface stress is neglected.

Matter moves along the outer surface only. New oxide is assumed to form at the inner interface, so that it does not feed the outer surface. Elastic equilibrium is taken to be fast compared with diffusion, and $\sigma_0$ to be steady while the ripple grows. The algebra uses atomic units, with the temperature $T$ expressed as an energy.

## The potential that drives diffusion

Let $w$ be the elastic energy density, $h'=\partial h/\partial x$ and $g=\sqrt{1+h'^2}$. Per unit length along $z$, the energy is

$$F=\int_{y<h} w\,dx\,dy+\gamma\int g\,dx. \tag{1}$$

A change $\delta h$ of the shape adds stressed material at the surface and also changes the displacement by $\delta\mathbf u$:

$$\delta F_{\rm el}=\int w\,\delta h\,dx+\int\sigma_{ij}\,\partial_j\delta u_i\,dx\,dy. \tag{2}$$

Integration by parts turns the last term into a boundary integral of $\sigma_{ij}n_j\delta u_i$ minus a volume integral of $\delta u_i\,\partial_j\sigma_{ij}$. The volume integral vanishes by equilibrium. The boundary integral vanishes because the surface is free of traction, the remote displacement is fixed and the sides are periodic. Only the first term of (2) remains.

For the surface energy,

$$\delta\int g\,dx=\int\frac{h'}{g}\,\delta h'\,dx=\int\kappa\,\delta h\,dx,\qquad \kappa=-\left(\frac{h'}{g}\right)'=-\frac{h''}{g^3}. \tag{3}$$

The curvature $\kappa$ is positive on a crest. Since $\delta h\,dx$ is the added volume per length along $z$, adding one mobile unit of volume $\Omega$ costs

$$\mu=\Omega\,(w+\gamma\kappa). \tag{4}$$

Let $c$ be the number of mobile units per area and $D$ their surface diffusivity. Their mobility is $D/T$, so the flux along the arc length $s$ is $J=-(Dc/T)\,\partial\mu/\partial s$. Conservation of matter gives the normal velocity $v_n=-\Omega\,\partial J/\partial s$. With $\partial/\partial s=g^{-1}\partial/\partial x$ and $\partial h/\partial t=g\,v_n$,

$$\frac{\partial h}{\partial t}=M\frac{\partial}{\partial x}\left[\frac1g\frac{\partial}{\partial x}(w+\gamma\kappa)\right],\qquad M=\frac{Dc\,\Omega^2}{T}. \tag{5}$$

The right side is a derivative, so the mean height is conserved.

## The elastic field of a small ripple

Take $h=a\cos kx$ with $ak\ll1$. The surface normal is proportional to $(-h',1)$, and zero traction requires

$$-h'\sigma_{xx}+\sigma_{xy}=0,\qquad -h'\sigma_{xy}+\sigma_{yy}=0. \tag{6}$$

The stresses $\sigma_{xy}$ and $\sigma_{yy}$ vanish in the flat solid, so they are at least of first order in $a$. Evaluating them at $y=0$ instead of $y=h$ makes a second-order error. To first order, (6) becomes

$$\sigma_{xy}(x,0)=\sigma_0h'=-\sigma_0ak\sin kx,\qquad \sigma_{yy}(x,0)=0. \tag{7}$$

Equilibrium is satisfied by deriving the stress changes from an Airy function $\varphi$:

$$\delta\sigma_{xx}=\partial_y^2\varphi,\qquad \sigma_{yy}=\partial_x^2\varphi,\qquad \sigma_{xy}=-\partial_x\partial_y\varphi. \tag{8}$$

The strains must also come from a displacement, which requires $\partial_y^2\varepsilon_{xx}+\partial_x^2\varepsilon_{yy}=2\partial_x\partial_y\varepsilon_{xy}$. With Young's modulus $E$, Poisson's ratio $\nu$ and no change of strain along $z$, Hooke's law for the changes reads

$$\delta\varepsilon_{xx}=\frac{1+\nu}{E}\left[\delta\sigma_{xx}-\nu(\delta\sigma_{xx}+\sigma_{yy})\right],\qquad \delta\varepsilon_{xy}=\frac{1+\nu}{E}\,\sigma_{xy}, \tag{9}$$

and similarly for $\delta\varepsilon_{yy}$. Inserting (8) gives $(1+\nu)(1-\nu)E^{-1}\nabla^4\varphi=0$. For $\varphi=f(y)\cos kx$ this means $(d^2/dy^2-k^2)^2f=0$. The solutions that decay downward are $f=(A+By)e^{ky}$.

The normal stress at $y=0$ is $-k^2A\cos kx$, so (7) gives $A=0$. The shear stress is then $kB(1+ky)e^{ky}\sin kx$, and its value at $y=0$ gives $B=-\sigma_0a$. Since $f''=Bk(2+ky)e^{ky}$,

$$\delta\sigma_{xx}=-\sigma_0ak\,(2+ky)\,e^{ky}\cos kx. \tag{10}$$

At the surface $\delta\sigma_{xx}=-2\sigma_0kh$. A crest is partly relieved, while a valley carries $\sigma_0(1+2ak)$.

## The energy density at the surface

At the free surface only the tangential stress $\sigma_{tt}$ and $\sigma_{zz}$ act. Let $e$ be the fixed elastic strain along $z$. Hooke's law, $Ee=\sigma_{zz}-\nu\sigma_{tt}$, gives $\sigma_{zz}=Ee+\nu\sigma_{tt}$. Hence

$$w=\frac{\sigma_{tt}^2+\sigma_{zz}^2-2\nu\sigma_{tt}\sigma_{zz}}{2E}
=\frac{(1-\nu^2)\sigma_{tt}^2+E^2e^2}{2E}
=\frac{\sigma_{tt}^2}{2E'}+\frac{Ee^2}{2}, \tag{11}$$

with $E'=E/(1-\nu^2)$. The terms linear in $e$ cancel. An equibiaxial stress therefore adds a constant to the surface energy density but no driving force for this ripple.

Tilting the surface changes $\sigma_{tt}$ relative to $\sigma_{xx}$ only at second order, so

$$\delta w=\frac{\sigma_0\,\delta\sigma_{xx}}{E'}=-\frac{2\sigma_0^2k}{E'}\,h. \tag{12}$$

The stress enters squared: tension and compression drive the same growth.

## The spectrum and its threshold

To first order $g=1$ and $\kappa=-h''=k^2h$. Equations (5) and (12) give

$$\frac{\partial h}{\partial t}=-Mk^2\left(\gamma k^2-\frac{2\sigma_0^2k}{E'}\right)h. \tag{13}$$

The amplitude thus obeys $da/dt=s(k)\,a$ with

$$s(k)=M\gamma k^3(k_c-k),\qquad k_c=\frac{2\sigma_0^2}{E'\gamma},\qquad \lambda_c=\frac{2\pi}{k_c}=\frac{\pi E'\gamma}{\sigma_0^2}. \tag{14}$$

The threshold can also be read from the energy. Build up the ripple as $\eta h$, with $\eta$ running from 0 to 1. The driving term grows in proportion to $\eta$, whose integral is $\tfrac12$, and the mean of $h^2$ is $a^2/2$. The energy change per projected area is

$$\Delta F=\frac{a^2}{4}\left(\gamma k^2-\frac{2\sigma_0^2k}{E'}\right). \tag{15}$$

It is negative for $k<k_c$. Long ripples release more elastic energy than their extra surface costs; short ripples do not.

## The fastest wavelength

Differentiating (14),

$$\frac{ds}{dk}=M\gamma k^2(3k_c-4k). \tag{16}$$

For $k>0$ the derivative changes from positive to negative at one point, which is therefore the maximum:

$$k_m=\tfrac34k_c,\qquad \lambda_m=\tfrac43\lambda_c,\qquad s_m=\frac{27}{256}M\gamma k_c^4. \tag{17}$$

The last factor is $(3/4)^3(1-3/4)$. With $q=k/k_m$ and $k_c=\tfrac43k_m$, the spectrum takes a form free of material constants:

$$\frac{s}{s_m}=4q^3-3q^4\simeq1-6(q-1)^2. \tag{18}$$

The second derivative, $24q-36q^2$, equals $-12$ at $q=1$, which gives the coefficient $-6$.

This settles how far a long cell may depart from a whole multiple of $\lambda_m$. Let $L=N\lambda_m$, with $N$ not necessarily whole. The admitted values of $q$ are spaced by $1/N$, so for $N\ge1$ one of them lies within $1/(2N)$ of unity. In the quadratic approximation its rate falls short of $s_m$ by at most $1.5/N^2$, relative to $s_m$. For $N=5.5$, midway between whole multiples, this is 5 percent. A short cell can do worse: for $L=2\lambda_c$ all modes decay except the two longest, $k_c/2$ and $k_c$, with $q=2/3$ and $q=4/3$. The first grows at $16/27$ of $s_m$, and the second does not grow.

The fastest ripple need not be the largest at early times. If the initial amplitudes vary as $k^{-p}$ with $p>0$, the logarithm of the amplitude at time $t$ is $-p\ln q+s_mt\,(4q^3-3q^4)$ plus a constant. This rises without bound as $q\to0$, so in a long cell the longest ripple is at first the largest. The derivative vanishes where $12s_mt\,q^3(1-q)=p$. Since $q^3(1-q)$ is at most $27/256$, a separate peak exists only for $s_mt>64p/81$. In a cell longer than $\tfrac{45}{28}\lambda_m\simeq1.6\,\lambda_m$ the second mode already grows faster than the first, and this peak eventually overtakes the longest ripple; in a shorter cell the longest ripple is itself the fastest. Near $q=1$ the derivative condition is $-p/q-12(q-1)s_mt=0$, so to leading order at late times

$$q\simeq1-\frac{p}{12\,s_mt}. \tag{19}$$

The peak approaches $\lambda_m$ as growth proceeds, provided that the slopes are still small.

## Why the factor depends on the transport

Suppose instead that the surface exchanges matter with a reservoir in equilibrium with the flat stressed surface. With a constant exchange coefficient $R$, the linear law is $\partial h/\partial t=-R(\delta w+\gamma\kappa)$, and

$$s_R(k)=R\gamma k(k_c-k). \tag{20}$$

The threshold is unchanged, because it follows from the energy (15). The maximum now lies at $k_c/2$, so the fastest wavelength is $2\lambda_c$. Surface diffusion has an additional factor $k^2$, since matter must travel from valley to crest. This slows long ripples and moves the maximum to a shorter wavelength. A measured spacing therefore yields a stress through (14) only after the transport mechanism has been identified.

## A worked scale

Take a model scale with $E=2$ eV/Å$^3$, $\nu=0.25$, $\sigma_0=-0.02$ eV/Å$^3$ and $\gamma=0.06$ eV/Å$^2$. These are round parameters, not those of a named oxide. Then $E'=2/(1-0.25^2)=2.133$ eV/Å$^3$, and

$$k_c=\frac{2(0.02)^2}{2.133\times0.06}=0.00625\ \text{Å}^{-1}. \tag{21}$$

The critical wavelength is $2\pi/k_c=1005$ Å (1900 bohr). The fastest is $\tfrac43$ of this, 1340 Å (2533 bohr). A periodic cell of 900 Å would show no instability at all in this model.

For the kinetics take $\Omega=20$ Å$^3$, $c=0.1$ Å$^{-2}$, $D=10^6$ Å$^2$/s and $T=0.1$ eV. Then

$$M=\frac{10^6\times0.1\times20^2}{0.1}=4\times10^8\ \text{Å}^6/(\text{eV s}), \tag{22}$$

$$s_m=\frac{27}{256}\,(4\times10^8)(0.06)(0.00625)^4=3.86\times10^{-3}\ \text{s}^{-1}. \tag{23}$$

The amplitude grows by a factor $e$ in $1/s_m=259$ s. The rate is still $3.75\times10^{-3}$ s$^{-1}$ at $k=0.005$ Å$^{-1}$, but at $0.008$ Å$^{-1}$ it is $-2.15\times10^{-2}$ s$^{-1}$: this short ripple decays more than five times as fast as the best one grows.

The numerical output below includes a solution of the traction-free problem on the corrugated surface itself, with twelve harmonics and without the field (10). At slope $ak=0.001$ its spectrum has a ratio $\lambda_m/\lambda_c$ of 1.3333. With reservoir exchange the ratio is 2.0000. Direct integration of the energy at slope 0.01 gives $+1.50\times10^{-7}$ eV/Å$^2$ at $0.9\lambda_c$ and $-1.50\times10^{-7}$ eV/Å$^2$ at $1.1\lambda_c$, in agreement with the sign change in (15).

## Sensitivity to stress

By (14) and (17), at fixed $M$, $\gamma$ and $E'$,

$$\lambda_m\propto\sigma_0^{-2},\qquad s_m\propto\sigma_0^8. \tag{24}$$

Doubling the stress divides the wavelength by 4 and multiplies the rate by 256; the numerical spectrum confirms both factors. A stress too high by 10 percent gives a rate too high by a factor $1.1^8\simeq2.1$. A predicted growth time is therefore much less certain than a predicted wavelength, even before the uncertainty of $D$ is counted.

## Where the result fails

**Thin scales.** One wavelength below the surface, (10) gives a stress change of $(1-\pi)e^{-2\pi}=-0.0040$ relative to its surface value. An interface parallel to the surface is loaded by $\sigma_{yy}$ and $\sigma_{xy}$ instead. By (8) with $f=-\sigma_0a\,y\,e^{ky}$, their amplitudes at that depth are $2\pi e^{-2\pi}=0.012$ and $(2\pi-1)e^{-2\pi}=0.010$ in units of $|\sigma_0|ak$, so the ripple loads such an interface only weakly. In a thinner scale of thickness $H$, the substrate changes the elastic response. If this multiplies (12) by a function $G(kH)$, the spectrum becomes $M\gamma k^3[k_cG(kH)-k]$. Unless $G$ is constant over the relevant range, the factor $\tfrac43$ is in general lost.

**Anisotropic surface energy.** Let $\gamma$ depend smoothly on the tilt angle $\theta\simeq h'$. To second order,

$$\gamma(\theta)\,g\simeq\gamma(0)+\gamma'(0)h'+\tfrac12\left[\gamma(0)+\gamma''(0)\right]h'^2. \tag{25}$$

The linear term integrates to zero over a period. The stiffness $\gamma(0)+\gamma''(0)$ therefore replaces $\gamma$ in (14). If it is positive, $\lambda_c$ changes but the factor $\tfrac43$ survives. At a facet, where $\gamma(\theta)$ has a cusp, the expansion does not exist.

**Changing stress.** If creep relaxes the uniform stress $\sigma_0$ within a time comparable with $1/s_m$, then $k_c$ falls during growth and its initial value no longer gives the outcome. With $M$, $\gamma$ and $E'$ fixed, integrating the linear rate over time gives $\ln[a(t)/a(0)]=M\gamma k^3(\bar k_c-k)\,t$, where $\bar k_c$ is the average of $k_c$ from 0 to $t$. The most amplified wavelength is then $\tfrac43$ of $2\pi/\bar k_c$, and it lengthens as the stress relaxes.

**Finite slope.** For a cosine surface at $k_m$, the computed instantaneous rate lies below $s_m$ by 1.3 percent at slope 0.05 and by 5.1 percent at slope 0.10. The fourfold increase for a doubled slope indicates a quadratic correction. A ripple starting at 1 Å reaches slope 0.1 at an amplitude of $0.1/k_m=21.3$ Å. The linear law gives the time

$$t=\frac{\ln(21.3/1)}{s_m}\simeq792\ \text{s}. \tag{26}$$

Using the slope-dependent rate of a cosine gives 799 s, but (5) does not keep the surface a cosine, and this value is not the finite-slope correction. By (18) the harmonic $2k_m$ has the linear rate $-16s_m$, so it does not grow by itself. It is forced by the fundamental at second order in the slope, sharpens the valleys, and acts back on the rate at the same order as the correction above. With the harmonics left free in (5), the rate lies about 2 percent above $s_m$ when the fundamental reaches slope 0.1, and the time is about 790 s. Up to this slope the linear time is good to about one percent.

**Failure of the scale.** At slope 0.1 the linear estimate of the valley stress is $1.2\,\sigma_0$, and the numerical solution for a pure cosine gives $1.199\,\sigma_0$. The forced second harmonic sharpens the valleys, and on the surface that (5) produces the value is about $1.25\,\sigma_0$. Under tension, the valleys are thus the places where the opening stress is raised. In the compressed scale of the example the same factor makes the valleys more compressed, which does not by itself open a crack. In either case, once the fastest ripple dominates and while the slopes are still small, the spectrum supplies the spacing and the growth rate of the stress concentrations. Whether the scale then cracks or detaches requires a separate criterion, with the toughness of the oxide or of its interface and the size of existing flaws.

## Computed results

```
Young modulus E = 2.000 eV/A^3
Poisson ratio = 0.25
remote stress = -0.020 eV/A^3
surface energy = 0.060 eV/A^2
volume per mobile unit = 20.0 A^3
mobile units per area = 0.10 A^-2
surface diffusivity = 1.0e+06 A^2/s
temperature as energy = 0.10 eV
plane-strain modulus = 2.1333 eV/A^3
surface mobility M = 4.000e+08 A^6/(eV s)
critical wavenumber, formula = 0.006250 A^-1
critical wavenumber, numerical = 0.006250 A^-1
fastest wavenumber, formula = 0.004688 A^-1
fastest wavenumber, numerical = 0.004687 A^-1
critical wavelength = 1005.3 A = 1899.8 bohr
fastest wavelength = 1340.4 A = 2533.0 bohr
numerical ratio fastest/critical wavelength = 1.33333
maximum rate, formula = 3.862381e-03 s^-1
maximum rate, numerical = 3.862361e-03 s^-1
growth time 1/s_max = 258.9 s
k = 0.002 A^-1: rate formula 8.16000e-04, numerical 8.15998e-04 s^-1
k = 0.004 A^-1: rate formula 3.45600e-03, numerical 3.45599e-03 s^-1
k = 0.005 A^-1: rate formula 3.75000e-03, numerical 3.74998e-03 s^-1
k = 0.006 A^-1: rate formula 1.29600e-03, numerical 1.29596e-03 s^-1
k = 0.008 A^-1: rate formula -2.15040e-02, numerical -2.15041e-02 s^-1
curvature of s/s_max at k/k_m = 1, numerical = -12.001
s/s_max at k/k_m = 0.9 and 1.1: 0.9477, 0.9317
reservoir kinetics, fastest/critical wavelength = 2.0000
doubled stress: fastest wavenumber times 4.000
doubled stress: maximum rate times 256.00
energy changes per projected area at slope 0.01, in eV/A^2:
  wavelength/critical 0.9: elastic -1.3499e-06, surface 1.5000e-06, sum 1.5007e-07
  wavelength/critical 1.1: elastic -1.6499e-06, surface 1.5000e-06, sum -1.4990e-07
ripple stress one wavelength down / at surface = -0.00401
valley stress / remote stress at slope 0.1 = 1.1986
relative rate change at slope 0.05 = -0.01305
relative rate change at slope 0.10 = -0.05133
starting amplitude = 1.0 A
amplitude at slope 0.1 = 21.33 A
time to slope 0.1, linear law = 792.3 s
time to slope 0.1, finite-slope cosine = 799.2 s
```
